# Staging coordinates for the spring action of a path segment

## Definitions and statement

Consider a particle of mass $m$ in one dimension. A path integral for its thermal density matrix divides the inverse temperature $\beta$ into $P$ steps $\tau=\beta/P$. Between neighbouring beads the kinetic energy contributes the free imaginary-time propagator

$$
G_1(x'-x)=\frac{1}{\sqrt{2\pi\sigma^2}}\,e^{-(x'-x)^2/(2\sigma^2)},\qquad \sigma^2=\frac{\hbar^2\tau}{m}. \tag{1}
$$

Take a segment with $n$ movable beads $x_1,\dots,x_n$ between fixed ends $x_0$ and $x_{n+1}$. Apart from constant prefactors, the product of its $n+1$ links is $e^{-S}$, with the dimensionless spring action

$$
S=\frac{1}{2\sigma^2}\sum_{k=0}^{n}(x_{k+1}-x_k)^2. \tag{2}
$$

The potential energy supplies a separate factor of the path weight and is left out of $S$. The staging coordinates are

$$
u_k=x_k-x_k^*,\qquad x_k^*=\frac{k\,x_{k+1}+x_0}{k+1},\qquad k=1,\dots,n. \tag{3}
$$

The point $x_k^*$ lies on the straight line from $x_0$ to $x_{k+1}$, at the fraction $k/(k+1)$ of the way. The result to be shown is

$$
S=\frac{(x_{n+1}-x_0)^2}{2(n+1)\sigma^2}+\frac{1}{2\sigma^2}\sum_{k=1}^{n}\frac{k+1}{k}\,u_k^2, \tag{4}
$$

$$
dx_1\cdots dx_n=du_1\cdots du_n. \tag{5}
$$

The first term of (4) is constant for fixed ends. In the second, each coordinate has its own staging mass $m_k=m(k+1)/k$. In three dimensions the squared distances are sums over Cartesian components, so (4) holds for each component and the Jacobian is a product of ones.

## First derivation: completing squares

Measure positions from the fixed end, $y_k=x_k-x_0$, so that $y_0=0$. Differences are unchanged, and (3) becomes

$$
u_k=y_k-\frac{k}{k+1}\,y_{k+1}, \tag{6}
$$

because $x_k^*-x_0=[k x_{k+1}+x_0-(k+1)x_0]/(k+1)=k\,y_{k+1}/(k+1)$.

Suppose that the beads before $x_k$ have been dealt with and have left the term $y_k^2/k$. Add the next link and collect powers of $y_k$:

$$
\frac{y_k^2}{k}+(y_{k+1}-y_k)^2=\frac{k+1}{k}\,y_k^2-2y_ky_{k+1}+y_{k+1}^2. \tag{7}
$$

The square that reproduces the first two terms is

$$
\frac{k+1}{k}\left(y_k-\frac{k}{k+1}y_{k+1}\right)^2
=\frac{k+1}{k}\,y_k^2-2y_ky_{k+1}+\frac{k}{k+1}\,y_{k+1}^2. \tag{8}
$$

Subtracting (8) from (7) leaves $[1-k/(k+1)]\,y_{k+1}^2=y_{k+1}^2/(k+1)$. Hence

$$
\frac{y_k^2}{k}+(y_{k+1}-y_k)^2=\frac{y_{k+1}^2}{k+1}+\frac{k+1}{k}\,u_k^2. \tag{9}
$$

The remainder has the form of the starting term with $k$ raised by one, so the step can be repeated. The first link is $(y_1-y_0)^2=y_1^2/1$, which is the required starting term for $k=1$. Using (9) for $k=1,2,\dots,n$ consumes all the links and gives

$$
\sum_{k=0}^{n}(y_{k+1}-y_k)^2=\frac{y_{n+1}^2}{n+1}+\sum_{k=1}^{n}\frac{k+1}{k}\,u_k^2. \tag{10}
$$

Division by $2\sigma^2$ gives (4).

For the Jacobian, (3) shows that $u_k$ depends on just two movable beads, or one if $k=n$:

$$
\frac{\partial u_k}{\partial x_k}=1,\qquad \frac{\partial u_k}{\partial x_{k+1}}=-\frac{k}{k+1}\quad(k<n). \tag{11}
$$

The matrix $T_{kl}=\partial u_k/\partial x_l$ is upper triangular with ones on its diagonal. Its determinant is the product of the diagonal entries, so $\det T=1$, which proves (5).

This calculation also fixes the sense in which the action is diagonalized. For $x_0=x_{n+1}=0$ the sum of squared links is $x^{\mathsf T}Ax$, where $A$ has $2$ on its diagonal and $-1$ on the two neighbouring diagonals. Since $u=Tx$, (10) reads

$$
A=T^{\mathsf T}DT,\qquad D_{kk}=\frac{k+1}{k}. \tag{12}
$$

This is a congruence with a triangular matrix, which is not orthogonal for $n>1$. The numbers $(k+1)/k$ are therefore pivots of $A$ and need not be its eigenvalues. The determinants do agree: $\det A=\prod_k (k+1)/k=n+1$, since each numerator cancels the next denominator.

## Second derivation: conditional probabilities

Let $G_k(y)$ be the normalized Gaussian of mean zero and variance $k\sigma^2$. This derivation needs the composition law

$$
\int dx_k\,G_1(x_{k+1}-x_k)\,G_k(x_k-x_0)=G_{k+1}(x_{k+1}-x_0). \tag{13}
$$

To prove it, let $g$ be a normalized Gaussian of variance $s$ and let $\phi(q)=\int g(y)e^{iqy}dy$. Since $y\,g=-s\,g'$, an integration by parts gives

$$
\phi'(q)=i\int y\,g\,e^{iqy}dy=-is\int g'\,e^{iqy}dy=-is(-iq)\phi(q)=-sq\,\phi(q).
$$

With $\phi(0)=1$ the solution is $\phi(q)=e^{-sq^2/2}$. A convolution multiplies Fourier transforms, so the variances $\sigma^2$ and $k\sigma^2$ add to $(k+1)\sigma^2$, which is (13).

Now write the product of links as

$$
\prod_{k=0}^{n}G_1(x_{k+1}-x_k)=G_{n+1}(x_{n+1}-x_0)\prod_{k=1}^{n}p_k, \tag{14}
$$

$$
p_k=\frac{G_1(x_{k+1}-x_k)\,G_k(x_k-x_0)}{G_{k+1}(x_{k+1}-x_0)}. \tag{15}
$$

In the product of the $p_k$, the denominator for $k$ cancels the factor $G_{k+1}(x_{k+1}-x_0)$ in the numerator for $k+1$. The last denominator cancels the prefactor in (14), and $G_1(x_1-x_0)$ survives as the first link. Thus (14) is an identity.

By (13), $\int p_k\,dx_k=1$. So $p_k$ is the normalized probability density of $x_k$ for given $x_0$ and $x_{k+1}$, with the beads between $x_0$ and $x_k$ integrated out. Its logarithm is quadratic in $x_k$, so it is a Gaussian, fixed by its maximum and its curvature. The maximum satisfies

$$
\frac{x_k-x_0}{k\sigma^2}=\frac{x_{k+1}-x_k}{\sigma^2}
\quad\Longrightarrow\quad (k+1)x_k=k\,x_{k+1}+x_0, \tag{16}
$$

which is $x_k=x_k^*$. The negative second derivative of $\ln p_k$ is the inverse variance:

$$
\frac{1}{\sigma_k^2}=\frac{1}{k\sigma^2}+\frac{1}{\sigma^2}=\frac{k+1}{k\,\sigma^2}. \tag{17}
$$

Normalization fixes the prefactor, so

$$
p_k=\frac{1}{\sqrt{2\pi\sigma_k^2}}\exp\left[-\frac{k+1}{2k\sigma^2}(x_k-x_k^*)^2\right]. \tag{18}
$$

No square had to be completed, because normalization determines the part independent of $x_k$.

Insert (18) in (14) and compare prefactors. The left side has $(2\pi\sigma^2)^{-(n+1)/2}$. The right side has the same power of $2\pi\sigma^2$, times $(n+1)^{-1/2}$ from $G_{n+1}$ and $\prod_k[(k+1)/k]^{1/2}=(n+1)^{1/2}$ from the $p_k$. The prefactors agree, so the exponents agree, and this is (4).

The Jacobian follows from normalization too. Integrate $\prod_kp_k$ over $x_1$ first: $x_1$ occurs in $p_1$ alone, and the integral is one. Then $x_2$ occurs in $p_2$ alone, and so on, so the total is one. Now change variables to $u$. The map is linear apart from a shift, so $|\det(\partial x/\partial u)|$ is a constant, and it multiplies a product of normalized Gaussians in the separate $u_k$. Its value must be one.

## What each derivation assumes

The first derivation uses algebra alone. It needs neither a positive $\sigma^2$ nor a convergent integral, so (4) also holds when $\tau$ is replaced by an imaginary quantity, as in real-time propagation. It gives the determinant with its sign.

The second requires $\sigma^2>0$, so that the kernels are normalizable probability densities, and it uses their composition law. It gives the absolute value of the determinant, which is what an integration measure needs. In return it identifies each $u_k$ as the deviation of a bead from its conditional mean. The factorization (14) also holds for other positive kernels with a composition law, but the $p_k$ are then not generally Gaussian.

Both assume a constant mass; a position-dependent mass makes $\sigma^2$ depend on the path, and $S$ is no longer a quadratic form with constant coefficients. Equal time steps matter only for the particular factors. If $t_k$ is the accumulated variance from $x_0$ to $x_k$, then (16) and (17) become

$$
x_k^*=x_0+\frac{t_k}{t_{k+1}}(x_{k+1}-x_0),\qquad
\frac{1}{\sigma_k^2}=\frac1{t_k}+\frac1{t_{k+1}-t_k}=\frac{t_{k+1}}{t_k(t_{k+1}-t_k)}.
$$

Setting $t_k=k\sigma^2$ restores the factor $(k+1)/k$.

The factors have a simple interpretation. Bead 1 is held by two equally stiff neighbours, and its factor is $2$. For large $k$ the connection to $x_0$ through $k$ links in series is weak: the factor tends to $1$, and the variance of $u_k$ tends to that of a single link.

## Inverse, sampling and bead correlations

To recover the beads, divide (6) by $k$ and rearrange:

$$
\frac{y_k}{k}=\frac{u_k}{k}+\frac{y_{k+1}}{k+1}. \tag{19}
$$

Repeated use up to the fixed end gives

$$
x_k=x_0+\frac{k}{n+1}(x_{n+1}-x_0)+\sum_{l=k}^{n}\frac{k}{l}\,u_l. \tag{20}
$$

By (4) and (5), the free segment is sampled by drawing independent Gaussian $u_k$ of mean zero and variance $\sigma^2k/(k+1)$. Equation (3) then builds the beads in the order $k=n,n-1,\dots,1$, since $x_k^*$ needs $x_{k+1}$. With a potential present, such a segment can serve as a Monte Carlo proposal whose acceptance test contains the change of the potential action alone, because the spring weight is already sampled.

The mean path is the straight line in (20). For $i\le j$, both beads contain the $u_l$ with $l\ge j$, so

$$
\mathrm{Cov}(x_i,x_j)=\sum_{l=j}^{n}\frac{ij}{l^2}\,\frac{\sigma^2l}{l+1}
=ij\sigma^2\sum_{l=j}^{n}\left(\frac1l-\frac1{l+1}\right)
=\sigma^2\,\frac{i(n+1-j)}{n+1}. \tag{21}
$$

Integrating $e^{-S}$ with (4) and (5) gives $n$ separate Gaussian integrals:

$$
\int e^{-S}dx_1\cdots dx_n=\frac{(2\pi\sigma^2)^{n/2}}{\sqrt{n+1}}\,
\exp\left[-\frac{(x_{n+1}-x_0)^2}{2(n+1)\sigma^2}\right]. \tag{22}
$$

## Closed rings and dynamics

A trace closes the path. For a ring of $P=n+1$ beads set $x_{n+1}=x_0$ and add the coordinate $u_0=x_0$. The end term in (4) vanishes. The new row of the Jacobian matrix is $(1,0,\dots,0)$, and expansion along it leaves $\det T=1$. No spring acts on $u_0$, which moves the whole ring when the other $u_k$ are held fixed.

Let $V(x_0,\dots,x_n)$ be a potential on the ring. With $x_{n+1}=x_0=u_0$, (20) gives $\partial x_k/\partial u_0=1$ for every bead, and $\partial x_k/\partial u_l=k/l$ for $1\le k\le l$. The chain rule yields

$$
\frac{\partial V}{\partial u_0}=\sum_{k=0}^{n}\frac{\partial V}{\partial x_k},\qquad
\frac{\partial V}{\partial u_l}=\sum_{k=1}^{l}\frac{k}{l}\frac{\partial V}{\partial x_k}. \tag{23}
$$

Separating the term $k=l$ and writing $k/l=[(l-1)/l]\,[k/(l-1)]$ in the others gives, for $l\ge2$,

$$
\frac{\partial V}{\partial u_l}=\frac{\partial V}{\partial x_l}+\frac{l-1}{l}\,\frac{\partial V}{\partial u_{l-1}},\qquad
\frac{\partial V}{\partial u_1}=\frac{\partial V}{\partial x_1}. \tag{24}
$$

The transformed gradient thus costs a number of operations proportional to $P$. The potential generally couples the staging coordinates, since one bead depends on several of them.

Path-integral molecular dynamics samples the weight with fictitious momenta at inverse temperature $\beta$. Setting $S=\beta H_{\rm spring}$ for the ring gives

$$
H_{\rm spring}=\frac12\,\omega_P^2\sum_{k=1}^{n}m_ku_k^2,\qquad
\omega_P^2=\frac{1}{\beta m\sigma^2}=\frac{1}{\beta\hbar^2\tau}=\frac{P}{(\beta\hbar)^2}. \tag{25}
$$

If each bead carries the primitive potential factor $e^{-\tau v(x_k)}$, with $v$ the physical potential, then $\tau=\beta/P$ means that the term added to $H_{\rm spring}$ is $V=\frac1P\sum_k v(x_k)$, not the unscaled sum. The momenta integrate out of position averages, so their masses may be chosen freely. With kinetic masses $m_k$, the free equation of motion is $m_k\ddot u_k=-m_k\omega_P^2u_k$, and every internal mode has the frequency $\omega_P$. These free modes do not exchange energy, so a thermostat is needed to sample their thermal distribution. The trajectories serve sampling and are not the physical real-time motion.

For comparison, give all beads of a fixed-end segment the Cartesian kinetic mass $m$. The vector $v_k=\sin(k\theta)$ with $\theta=q\pi/(n+1)$ and $q=1,\dots,n$ vanishes at both ends and obeys

$$
2v_k-v_{k+1}-v_{k-1}=2(1-\cos\theta)v_k=4\sin^2(\theta/2)\,v_k. \tag{26}
$$

The frequencies are therefore $2\omega_P\sin[q\pi/(2(n+1))]$. The largest, $q=n$, equals $2\omega_P\cos[\pi/(2(n+1))]$, so its ratio to the smallest is $\cot[\pi/(2(n+1))]$. This grows in proportion to $n$ for long segments, and with an explicit integrator such as velocity Verlet, which is stable only for steps below $2/\omega_{\max}$, the fastest mode limits the time step, while the slowest sets the relaxation time under a Langevin thermostat with a single friction. Propagating the free springs exactly removes the stability limit for the spring part.

## Worked example

Use reduced units $\hbar=m=1$ with length unit $a$, and take $\tau=0.1$, so $\sigma^2=0.1\,a^2$. The path is $(0,\,0.3,\,0.1,\,0.7,\,0.9,\,1.0)\,a$, with $n=4$. From (3),

- $u_1=0.3-0.1/2=0.25\,a$
- $u_2=0.1-2(0.7)/3=-0.3667\,a$
- $u_3=0.7-3(0.9)/4=0.025\,a$
- $u_4=0.9-4(1.0)/5=0.1\,a$

The squared steps sum to $0.09+0.04+0.36+0.04+0.01=0.54\,a^2$, so $S=0.54/0.2=2.7$. In staging form the end term is $1/(2\cdot5\cdot0.1)=1$. The mass factors $2,\ 1.5,\ 1.3333,\ 1.25$ give the terms $0.6250,\ 1.0083,\ 0.0042,\ 0.0625$. The total is again $2.7$.

The product of the factors is $5=n+1$. The eigenvalues of $A$ are $0.382,\ 1.382,\ 2.618,\ 3.618$, which differ from the factors. Formula (22) gives $0.06495\,a^4$, in agreement with direct grid quadrature.

In a sample of 200000 paths built by the recursion, the variance of $x_2$ is $0.1208\,a^2$, against $0.1200\,a^2$ from (21). The relative standard error of a Gaussian variance is $\sqrt{2/200000}\approx0.3\%$, so the difference is about two standard errors. The sampled covariance of $x_1$ and $x_4$ is $0.0197\,a^2$, against $0.0200\,a^2$; its standard error is $\sqrt{(0.08^2+0.02^2)/200000}\,a^2\approx0.0002\,a^2$, so the difference is below two standard errors.

Now close the first five beads into a ring. Since $x_5=x_0=0$, $u_4$ changes to $0.9\,a$, while the other three are unchanged. Both forms of the spring sum give $1.34\,a^2$. For $V=\sum_k(x_k^2/2+x_k^4/4)$, with coefficients in reduced units, the gradients on beads 1 to 4 are $0.327,\ 0.101,\ 1.043,\ 1.629$. Recursion (24) gives

- $\partial V/\partial u_1=0.327$
- $\partial V/\partial u_2=0.101+0.327/2=0.2645$
- $\partial V/\partial u_3=1.043+2(0.2645)/3=1.2193$
- $\partial V/\partial u_4=1.629+3(1.2193)/4=2.5435$

The derivative with respect to $u_0$ is the sum over all beads, $3.100$. Finite differences in the staging coordinates reproduce all five values.

For the fixed-end segment of (26) with equal Cartesian masses, the ratio of largest to smallest frequency is $3.08$ for $n=4$ and $40.7$ for $n=63$. With staging masses, all the free internal frequencies equal $\omega_P$ in both cases. The numerical check also verifies (4) and the unit Jacobian symbolically for $n=1$ to $6$.

## Numbers as computed

```
Reduced units: hbar = m = 1, length unit a
tau [m a^2/hbar^2]: 0.100
sigma2 [a^2]: 0.100
movable beads n: 4
path x_0..x_5 [a]: 0.000 0.300 0.100 0.700 0.900 1.000
staging coordinates u_1..u_4 [a]: 0.250000 -0.366667 0.025000 0.100000
mass factors m_k/m: 2.000000 1.500000 1.333333 1.250000
product of mass factors: 5.000000
determinant of du/dx: 1.000000
sum of squared steps [a^2]: 0.540000
action from steps [1]: 2.700000
end term of action [1]: 1.000000
staging terms of action [1]: 0.625000 1.008333 0.004167 0.062500
action from staging [1]: 2.700000
path rebuilt from u [a]: 0.000 0.300 0.100 0.700 0.900 1.000
eigenvalues of spring matrix [1]: 0.381966 1.381966 2.618034 3.618034
Gaussian integral, grid [a^4]: 6.49501641e-02
Gaussian integral, formula [a^4]: 6.49501641e-02
number of sampled paths: 200000
variances of u_k [a^2]: 0.050000 0.066667 0.075000 0.080000
bead means, exact [a]: 0.2000 0.4000 0.6000 0.8000
bead means, sampled [a]: 0.1998 0.4000 0.6005 0.8000
bead variances, exact [a^2]: 0.0800 0.1200 0.1200 0.0800
bead variances, sampled [a^2]: 0.0801 0.1208 0.1206 0.0800
cov(x_1,x_4), exact [a^2]: 0.0200
cov(x_1,x_4), sampled [a^2]: 0.0197
ring beads x_0..x_4 [a]: 0.000 0.300 0.100 0.700 0.900
ring staging u_1..u_4 [a]: 0.250000 -0.366667 0.025000 0.900000
ring spring sum, steps [a^2]: 1.340000
ring spring sum, staging [a^2]: 1.340000
ring dV/dx_0..4 [hbar^2/(m a^3)]: 0.000000 0.327000 0.101000 1.043000 1.629000
ring dV/du_0..4 [hbar^2/(m a^3)]: 3.100000 0.327000 0.264500 1.219333 2.543500
same by differences: 3.100000 0.327000 0.264500 1.219333 2.543500
u_1-u_2 coupling for V = sum x^2/2 [hbar^2/(m a^4)]: 0.500000
equal-mass frequencies, n=4 [omega_P]: 0.618034 1.175571 1.618034 1.902113
largest/smallest frequency, n=4: 3.0777
largest/smallest frequency, n=63: 40.7355
staging-mass frequencies, n=63, min and max [omega_P]: 1.000000 1.000000
```
